# Density of states and Drude anisotropy of a tilted Weyl cone

## Problem

A single nondegenerate Weyl node, tilted along $z$, has the Hamiltonian

$$H=\hbar v\,(\boldsymbol\sigma\cdot\mathbf k+w k_z),\qquad 0\le w<1 .$$

The speed $v$ is isotropic before tilting, $\mathbf k$ and the energy $E$ are measured from the node, and $w<1$ makes the cone type I.

(a) Show that at fixed $E$ the density of states is $(1-w^2)^{-2}$ times that of the untilted node.

(b) Let the carriers have a lifetime $\tau$ that does not depend on $\mathbf k$. At zero temperature and zero magnetic field, find the conductivities $\sigma_{zz}$ and $\sigma_{xx}$ and their ratio $R=\sigma_{zz}/\sigma_{xx}$. Which direction conducts better?

(c) Evaluate the results for $v=3\times10^5$ m/s, $w=0.5$, $E_F=20$ meV and $\tau=1$ ps, and judge what the model neglects.

## Hints

1. The tilt multiplies the unit matrix. What does it do to the spinors, and what to the energies?
2. Use spherical coordinates about the node, not about the centre of the Fermi surface. Do the radial integral first, with the delta function.
3. A constant lifetime means that the field displaces the whole Fermi sea rigidly. Check that this displacement conserves the number of carriers.
4. All angular integrals become elementary with $u=1+w\cos\theta$.
5. To compare the two conductivities for every $w$, expand both in powers of $w$ and compare coefficients.

## Solution

### (a) Density of states

The matrix $\boldsymbol\sigma\cdot\mathbf k$ has eigenvalues $\pm k$. The tilt term adds the same number to both, so

$$E_\pm=\hbar v\,(w k_z\pm k),$$

and the spinors are those of the untilted node. Take $E>0$. Since $wk_z-k\le-(1-w)k\le0$, the upper band alone reaches this energy. With $c=\cos\theta$ and $\kappa=E/\hbar v$, the constant-energy surface is

$$k(c)=\frac{\kappa}{1+wc}. \tag{1}$$

The denominator is positive for $w<1$, so the surface is closed. The density of states per volume is

$$g(E)=\int\!\frac{d^3k}{(2\pi)^3}\,\delta\big(E-\hbar v k(1+wc)\big)
=\frac{1}{4\pi^2}\int_{-1}^{1}\!dc\,\frac{k(c)^2}{\hbar v(1+wc)} .$$

The azimuth gave $2\pi$, and the delta function gave one over the radial derivative of the energy. Inserting (1),

$$g(E)=\frac{\kappa^2}{4\pi^2\hbar v}\int_{-1}^{1}\frac{dc}{(1+wc)^3}. \tag{2}$$

Two powers of $1+wc$ come from the factor $k^2$ in the volume element and one from the radial slope. Write $a=1-w^2$. The integral is

$$\frac{1}{2w}\left[\frac{1}{(1-w)^2}-\frac{1}{(1+w)^2}\right]
=\frac{1}{2w}\,\frac{4w}{a^2}=\frac{2}{a^2}.$$

Therefore

$$g(E)=\frac{E^2}{2\pi^2(\hbar v)^3}\,\frac{1}{(1-w^2)^2}. \tag{3}$$

Setting $w=0$ gives the untilted value $g_0$, which proves the claim. For $E<0$, the identity $E_-(-\mathbf k)=-E_+(\mathbf k)$ gives the same result.

The geometry explains the factor. Equation (1) says $k=\kappa-wk_z$. Squaring and completing the square,

$$k_\perp^2+a\left(k_z+\frac{\kappa w}{a}\right)^2=\kappa^2+\frac{\kappa^2w^2}{a}=\frac{\kappa^2}{a}.$$

This is an ellipsoid centred at $k_z=-\kappa w/a$, with semi-axis $\kappa/a$ along the tilt and $\kappa/\sqrt a$ across it. Its volume is $(4\pi/3)\kappa^3/a^2$, so the carrier density is

$$n=\frac{\kappa^3}{6\pi^2(1-w^2)^2}, \tag{4}$$

and $dn/dE$ returns (3). As $w\to1$ the ellipsoid becomes infinitely long. For $w>1$ the denominator in (1) vanishes at some angle, the surface is open, and the linear model has no finite density of states without a momentum cutoff.

### (b) Constant-lifetime conductivity

**Transport formula.** Let $\mathbf F$ be the electric field and $-e$ the electron charge. The steady Boltzmann equation is

$$-\frac{e}{\hbar}\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.$$

To first order in the field, $f$ on the left may be replaced by the equilibrium function $f_0(E)$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$,

$$f-f_0=e\tau\,\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}.$$

The current density is $-e\int d^3k\,\mathbf v\,(f-f_0)/(2\pi)^3$. At zero temperature $-\partial f_0/\partial E=\delta(E-E_F)$, so

$$\sigma_{ij}=e^2\tau\int\!\frac{d^3k}{(2\pi)^3}\,v_iv_j\,\delta(E-E_F). \tag{5}$$

This is the symmetric, intraband part of the response. Berry curvature can add an anomalous Hall current perpendicular to the field, which does not enter $\sigma_{zz}$ or $\sigma_{xx}$.

**Velocities.** From $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}E_+$,

$$v_z=v(w+c),\qquad v_x=v\sin\theta\cos\varphi .$$

The relaxation term conserves particle number if the mean velocity on the Fermi surface is zero. By symmetry this needs checking for $v_z$ alone. With $u=1+wc$ we have $dc=du/w$ and $w+c=(u-a)/w$, and the limits are $1\mp w$. Three integrals between these limits are needed repeatedly:

$$\int\frac{du}{u}=L\equiv\ln\frac{1+w}{1-w},\qquad
\int\frac{du}{u^2}=\frac{2w}{a},\qquad
\int\frac{du}{u^3}=\frac{2w}{a^2}.$$

They give

$$\int_{-1}^1\frac{w+c}{(1+wc)^3}\,dc=\frac1{w^2}\left(\frac{2w}{a}-a\,\frac{2w}{a^2}\right)=0 .$$

The condition holds.

**Along the tilt.** The radial integral in (5) is the one done in (2), so

$$\sigma_{zz}=\frac{e^2\tau v\kappa^2}{4\pi^2\hbar}\,I_z,\qquad I_z=\int_{-1}^1\frac{(w+c)^2}{(1+wc)^3}dc .$$

Expanding $(u-a)^2=u^2-2au+a^2$,

$$I_z=\frac1{w^3}\left(L-2a\,\frac{2w}{a}+a^2\,\frac{2w}{a^2}\right)=\frac{L-2w}{w^3}.$$

**Across the tilt.** The average of $\cos^2\varphi$ is $1/2$, so $I_z$ is replaced by

$$I_x=\frac12\int_{-1}^1\frac{1-c^2}{(1+wc)^3}dc .$$

Here $1-c^2=[w^2-(u-1)^2]/w^2=(-a+2u-u^2)/w^2$, and

$$I_x=\frac1{2w^3}\left(-\frac{2w}{a}+\frac{4w}{a}-L\right)=\frac1{2w^3}\left(\frac{2w}{a}-L\right).$$

**Result.** At $w=0$ both integrals equal $2/3$, and both conductivities equal

$$\sigma_0=\frac{e^2\tau E_F^2}{6\pi^2\hbar^3v}.$$

Relative to this value, at the same energy and lifetime,

$$s_z=\frac{\sigma_{zz}}{\sigma_0}=\frac{3(L-2w)}{2w^3},\qquad
s_x=\frac{\sigma_{xx}}{\sigma_0}=\frac{3}{4w^3}\left(\frac{2w}{1-w^2}-L\right), \tag{6}$$

$$R=\frac{2(1-w^2)(L-2w)}{2w-(1-w^2)L}. \tag{7}$$

The Fermi energy and the lifetime have dropped out of $R$.

**Which direction wins?** Insert $L=2\sum_{m\ge0}w^{2m+1}/(2m+1)$ and $2w/(1-w^2)=2\sum_{m\ge0}w^{2m+1}$ in (6). The terms of order $w$ cancel, and

$$s_z=3\sum_{j=0}^\infty\frac{w^{2j}}{2j+3},\qquad s_x=3\sum_{j=0}^\infty\frac{(j+1)\,w^{2j}}{2j+3}. \tag{8}$$

Each coefficient of $s_x$ is $j+1$ times that of $s_z$. Both conductivities therefore rise with tilt at fixed energy, but $\sigma_{xx}$ rises faster: within this model, conduction is poorer along the tilt for every $0<w<1$. For small tilt, $s_z\simeq1+3w^2/5$ and $s_x\simeq1+6w^2/5$, hence

$$R\simeq1-\tfrac35w^2 .$$

The fall of $R$ is monotonic. By (8), $1/R=1+\langle j\rangle$, where $j$ is averaged with weights proportional to $w^{2j}/(2j+3)$. Differentiating these weights gives $d\langle j\rangle/d\ln w=2(\langle j^2\rangle-\langle j\rangle^2)>0$. Near $w=1$, $s_x\simeq3/[2(1-w^2)]$ while $s_z$ grows only logarithmically, so $R\to0$. Equation (7) gives $R=0.994$, $0.945$, $0.53$ and $0.35$ at $w=0.1$, $0.3$, $0.8$ and $0.9$.

Physically, a conductivity in (5) is $e^2\tau$ times the density of states times a mean square velocity. Only the last factor depends on direction, and by (8) it is smaller along $z$ than along $x$. The reason is plainest for strong tilt. The weight $(1+wc)^{-3}$ then gathers the states near $c=-1$. With $\delta=1+c$, the velocity along the tilt is $v_z/v=\delta-(1-w)$, so $v_z^2$ is of second order in the small quantities $\delta$ and $1-w$. The azimuthal average of $v_x^2/v^2$ is $(1-c^2)/2\simeq\delta$, which is of first order. The average of $v_z^2$ gains a logarithm from the few fast states away from $c=-1$: by (3) and (6), $\langle v_z^2\rangle\simeq2(1-w)^2(L-2)\,v^2$ and $\langle v_x^2\rangle\simeq(1-w)\,v^2$ as $w\to1$. At $w=0.99$ the states with $\delta>10(1-w)$ make up less than 1% of the density of states but carry 78% of $\sigma_{zz}$.

### (c) Numbers and their limits

The parameters are round model values. All results are per node. The inverse length $\kappa=E_F/\hbar v$ is $0.1013$ nm$^{-1}$, and $a=0.75$. The semi-axes are $0.1013/0.75=0.135$ nm$^{-1}$ along the tilt and $0.1013/\sqrt{0.75}=0.117$ nm$^{-1}$ across it.

The density of states is multiplied by $1/0.75^2=1.778$, from $2.63\times10^{18}$ to $4.68\times10^{18}$ eV$^{-1}$cm$^{-3}$. The carrier density grows by the same factor, from $1.75\times10^{16}$ to $3.12\times10^{16}$ cm$^{-3}$. The half-space $k_z<0$ holds 84% of the states at the Fermi energy.

With $L=\ln3=1.0986$ and $w^3=0.125$,

$$s_z=\frac{3(0.0986)}{0.25}=1.183,\qquad s_x=\frac{3(1.3333-1.0986)}{0.5}=1.408 .$$

The untilted conductivity is $126.5$ S/cm, so $\sigma_{zz}=149.7$ S/cm, $\sigma_{xx}=178.2$ S/cm and $R=0.840$. The mean squares are $\langle v_z^2\rangle=0.222\,v^2$ and $\langle v_x^2\rangle=0.264\,v^2$, with the same ratio.

The mobility $\sigma/(en)$ of the untilted node is $e\tau v^2/E_F=45\,000$ cm$^2$/Vs, because $g_0=3n/E_F$ and $\sigma_0=e^2\tau g_0v^2/3$. At the same Fermi energy the tilted node has $30\,000$ cm$^2$/Vs along $z$ and $35\,600$ cm$^2$/Vs along $x$. Its mobilities are lower although its conductivities are higher, because the density has grown more than either conductivity.

As a test of (3) and (6), the $2\times2$ Hamiltonian was diagonalized on a three-dimensional $\mathbf k$ mesh for $w=0.3$ and $0.5$, with $k_BT$ equal to one tenth of the chemical potential. After division by the thermal factor derived in Variation 1, the largest relative difference from the formulas was $3\times10^{-6}$.

**Comparison with real materials.** The chosen speed and Fermi energy lie in the rough range of doped Weyl semimetals; a lifetime of 1 ps belongs to clean samples at low temperature. Several assumptions matter for the ratio:

- *Unequal velocities.* If the untilted speeds are $v_x$ and $v_z$, and the tilt velocity is $wv_z$, the substitution $q_i=v_ik_i$ restores the isotropic problem. It multiplies $R$ by $(v_z/v_x)^2$. A 10% excess of $v_z$ raises $R$ by 21%, enough to hide the tilt effect found here.
- *Several nodes.* Their conductivity tensors add. Nodes tilted along $+z$ and $-z$ have equal $R$, but tilts along different axes reduce the total anisotropy.
- *Curved bands.* Two nodes at $k_z=\pm Q$ can be modelled by replacing $k_z$, measured from one node, with $k_z+k_z^2/(2Q)$. For $Q=2$ nm$^{-1}$ the density-of-states factor becomes $1.87$ and $R$ becomes $0.805$, which is 4% below the straight-cone value. This is the case in which the tilt elongates the Fermi surface toward the other node. With the opposite tilt the values are $1.71$ and $0.871$, so the correction to $R$ changes sign. It grows at first as the nodes approach each other: at $Q=0.5$ nm$^{-1}$, $R$ is $0.65$ in the first case and $0.94$ in the second. Below $Q\approx0.4$ nm$^{-1}$ the two pockets of the first case merge, and the single-node picture fails. In the second case $R$ reaches $1.01$ at $Q=0.2$ nm$^{-1}$ and falls back to $0.97$ just before its pockets merge at $Q=2\kappa/(1+w)=0.135$ nm$^{-1}$.
- *The lifetime.* This assumption can change the sign of the anisotropy, as Variation 2 shows.

Two other conditions are well met. The smallest vertical gap on the Fermi surface occurs at $k=\kappa/(1+w)$ and equals $2E_F/(1+w)=26.7$ meV. The broadening $\hbar/\tau=0.66$ meV is 2.5% of it, so a description by separate bands is reasonable. At 1 V/cm the Fermi sea moves by $eF\tau/\hbar=1.5\times10^{-3}\kappa$, which supports the linear treatment.

## Variation 1: fixed carrier density, and finite temperature

*Compare tilted and untilted nodes at equal density instead of equal energy, keeping $\tau$ fixed. Then raise the temperature.*

By (4), fixed $n$ requires $\kappa\propto(1-w^2)^{2/3}$. The Fermi energy falls by this factor. The density of states, proportional to $\kappa^2/a^2$, is then enhanced by $a^{4/3-2}=(1-w^2)^{-2/3}$ and no longer by $(1-w^2)^{-2}$.

Since $\sigma\propto\kappa^2$, both factors in (6) are multiplied by $(1-w^2)^{4/3}$. For $w=0.5$ they become $0.806$ and $0.960$: tilting now lowers both conductivities, while $R$ is unchanged.

This lowering holds for every $0<w<1$. The coefficients of $w^{2j}$ in $(1-w^2)^{-4/3}$ are $1,\ 4/3,\ 14/9,\dots$ and increase with $j$. Those of $s_x$ are $1,\ 6/5,\ 9/7,\dots$ and stay below $3/2$. Hence $s_z<s_x<(1-w^2)^{-4/3}$.

At temperature $T$, the delta function in (5) becomes $-\partial f_0/\partial E$. The lower band contributes the same angular integrals, because the state at $-\mathbf k$ has energy $-E_+(\mathbf k)$ and the velocity of the upper state at $\mathbf k$. Thus $E_F^2$ is replaced by

$$\int_{-\infty}^{\infty}E^2\left(-\frac{\partial f_0}{\partial E}\right)dE=\mu^2+\frac{\pi^2}{3}(k_BT)^2,$$

where $\mu$ is the chemical potential. This follows because $E-\mu$ has mean zero and variance $\pi^2(k_BT)^2/3$ under this weight. The factor is common to both directions, so $R$ does not depend on temperature while $\tau$ is constant and the cone is straight. Curvature breaks this: for the curved cone of part (c) with $Q=2$ nm$^{-1}$, heating to 300 K at fixed net density moves $R$ from $0.805$ to $0.79$ for one tilt and from $0.871$ to $0.80$ for the other, with $\mu$ near $-4$ and $+7$ meV.

The net density, electrons minus holes, obeys $dn/d\mu\propto\mu^2+\pi^2(k_BT)^2/3$ and vanishes at $\mu=0$. Integrating and matching to $T=0$ gives

$$\mu^3+\pi^2(k_BT)^2\mu=E_F^3 .$$

For the example, 10 K changes the conductivity by a factor $0.994$. At 300 K, $\mu$ drops to $1.2$ meV and the factor is $5.5$. That increase comes from thermally excited electrons and holes at constant $\tau$. Phonon scattering, which shortens $\tau$, is left out, and the cone is taken as straight up to several $k_BT$, about 0.1 eV, where real bands may already curve. The factor is therefore no forecast for a device at room temperature.

## Variation 2: point scatterers instead of a constant lifetime

*Let weak, short-range scalar impurities scatter carriers within the node. Find $R$.*

Let $\hat{\mathbf n}=\mathbf k/k$. The golden-rule rate between two states is proportional to their spinor overlap $(1+\hat{\mathbf n}\cdot\hat{\mathbf n}')/2$. Let $\langle\cdot\rangle$ be the average over the Fermi surface with weight $(1+wc)^{-3}$. The vanishing mean velocity gives $\langle c\rangle=-w$, so the total scattering rate is

$$\Gamma(c)=G(1-wc),$$

with $G$ a constant proportional to $g$. States with $c=1$, which have the largest $v_z$, scatter least.

Write $f-f_0=e\,\mathbf F\cdot\boldsymbol\Lambda\,\partial f_0/\partial E$. The Boltzmann equation, with scattering out and in, becomes

$$G\big[(1-wc)\Lambda_i-\langle\Lambda_i\rangle-\hat{\mathbf n}\cdot\langle\hat{\mathbf n}\Lambda_i\rangle\big]=v_i,\qquad \sigma_{ii}=e^2g\,\langle v_i\Lambda_i\rangle .$$

For $i=z$, try $\Lambda_z=Dc/(1-wc)$. An added constant would change neither side nor the current. Define $J_m=\langle c^m/(1-wc)\rangle$. The terms proportional to $c$ give $GD(1-J_2)=v$. The constant terms require $-J_1=w(1-J_2)$, which holds because $J_1-wJ_2=\langle c\rangle=-w$. Then

$$\langle v_z\Lambda_z\rangle=Dv(wJ_1+J_2)=\frac{v^2}{G}\,\frac{(1+w^2)J_2-w^2}{1-J_2}.$$

For $i=x$, put $\Lambda_x=\ell(c)\sin\theta\cos\varphi$ and $B=\langle\ell\sin^2\theta\cos^2\varphi\rangle$. The equation gives $\ell=(v/G+B)/(1-wc)$. With $K=(J_0-J_2)/2$ this means $B=(v/G+B)K$, so $\langle v_x\Lambda_x\rangle=vB=(v^2/G)K/(1-K)$. Hence

$$R=\frac{[(1+w^2)J_2-w^2](1-K)}{(1-J_2)K}.$$

One integral remains. With $u=1+wc$ and

$$\frac1{u^3(2-u)}=\frac1{2u^3}+\frac1{4u^2}+\frac1{8u}+\frac1{8(2-u)},$$

$$J_0=\frac{a^2}{2w}\left(\frac{w}{a^2}+\frac{w}{2a}+\frac L4\right)=\frac12+\frac a4+\frac{a^2L}{8w}.$$

From $J_0-wJ_1=1$ and $J_1-wJ_2=-w$ follows $J_2=(J_0-a)/w^2$.

For $w=0.5$: $J_0=0.842$, $J_2=0.368$, $K=0.237$ and $R=1.07$. A direct solution of the Boltzmann equation on an angular mesh, with overlaps computed from the spinors, gives $1.069$. At this tilt the easy direction is along $z$, whereas a constant lifetime gave $R=0.840$. The preference does not last to strong tilt: the same formula gives $R=0.97$ at $w=0.8$. The density-of-states factor (3) is a property of the bands and is untouched; the Drude anisotropy depends on the scattering mechanism even in its sign. Scattering between nodes, omitted here, can change the ratio again.

The main values are in the numerical output below.

## Computed values

```
INPUTS (one node)
tilt fraction w = 0.50
untilted speed v = 3.00e+05 m/s
Fermi energy = 20.0 meV
lifetime = 1.00 ps
FERMI SURFACE AND STATES
kappa = 0.10128 1/nm
semi-axis along tilt = 0.13505 1/nm
semi-axis across tilt = 0.11695 1/nm
centre k_z = -0.06752 1/nm
DOS enhancement = 1.77778
DOS, untilted = 2.6319e+18 1/(eV cm3)
DOS, tilted = 4.6789e+18 1/(eV cm3)
density, untilted = 1.7546e+16 1/cm3
density, tilted = 3.1193e+16 1/cm3
share of DOS on slow side (k_z<0) = 0.8438
mean v_z^2/v^2 = 0.22188
mean v_x^2/v^2 = 0.26406
CONSTANT-LIFETIME TRANSPORT
L = 1.098612
s_z, s_x at fixed energy = 1.18335, 1.40833
sigma, untilted = 126.50 S/cm
sigma_zz = 149.70 S/cm
sigma_xx = 178.16 S/cm
R = sigma_zz/sigma_xx = 0.84025
mobility, untilted = 45000 cm2/Vs
mobility along tilt = 29953 cm2/Vs
mobility across tilt = 35648 cm2/Vs
s_z, s_x at fixed density = 0.80636, 0.95966
w=0.1: DOS factor 1.0203, R 0.9940
w=0.3: DOS factor 1.2076, R 0.9448
w=0.8: DOS factor 7.7160, R 0.5315
w=0.9: DOS factor 27.7008, R 0.3506
(1-R)/w^2 at w=0.05 = 0.6003
NEGLECTED EFFECTS
node positions = +/-2.0 1/nm
bent cone: DOS factor = 1.8683, R = 0.8047
short-range disorder: R = 1.06943
its angular-mesh shift (24 to 36) = 7.5e-15
10 K, fixed net density: mu = 19.878 meV, sigma(T)/sigma(0) = 0.9939
300 K, fixed net density: mu = 1.213 meV, sigma(T)/sigma(0) = 5.5004
hbar/lifetime = 0.6582 meV
smallest vertical gap on Fermi surface = 26.667 meV
broadening/gap = 0.0247
sea displacement/kappa at 1 V/cm = 1.50e-03
NUMERICAL CHECKS
largest relative error, diagonalization mesh = 3.0e-06
largest relative error, displaced sea = 6.0e-05
```
